# Contact potential and the zero-current condition of a Kelvin probe, part 1

(Sections cited here and not found follow in the second part.)

A calculation of the flat-band voltage of a transistor with a metal gate needs a number for the work function of the gate metal. Suppose that a Kelvin probe with a work function of 5.00 eV stands over the gate film, and that its alternating current vanishes when the film is held at −0.480 V relative to the probe. One must decide whether to enter 4.52 eV or 5.48 eV. The two choices differ by 0.96 eV, and the decision rests on a sign. The sign follows from the condition that two connected metals share one Fermi level.

Let the sample be S and the probe P, two metals facing each other across an insulating gap. For each metal, $\mu$ denotes the Fermi level, meaning the energy at which an electron can be added to or taken from the metal, with all electrostatic energy included. Let $U$ be the potential energy of an electron at rest just outside the surface. "Just outside" means far enough away for the short-range forces of the surface to have died out, yet at a distance small compared with the gap. The work function is

$$W_i=U_i-\mu_i,\qquad i=S,P. \tag{1}$$

It contains the effect of the charge arrangement at the surface, and so belongs to a surface and not to a bulk material alone.

The algebra uses atomic units, in which the electron has charge $-1$ and $4\pi\varepsilon_0=1$. The electrostatic potential just outside a metal is then $\phi_i=-U_i$, and a plane capacitor of area $A$ and gap $d$ has capacitance $C=A/(4\pi d)$. In ordinary units this is $\varepsilon_0A/d$, and an energy difference is divided by the elementary charge to give a voltage. A difference of 0.48 eV therefore corresponds to 0.48 V.

A wire containing a voltage source joins the metals. The source holds the sample at voltage $V_b$ relative to the probe. Both metals have the same temperature, no charge sits in the gap or leaks across it, and each metal is thicker than the depth to which a field penetrates it. The wire may contain other metals: at uniform temperature the Fermi level is continuous through every contact in equilibrium, so they drop out.

Start with both metals neutral and no field in the gap, so that $U_S=U_P$. Now move $n$ electrons from the sample to the probe. Taking one electron from the Fermi level of the sample to the gap costs $W_S$; putting it into the probe returns $W_P$. If $n$ is too small to alter the filling of either metal noticeably, this part of the energy is $n(W_S-W_P)$.

The transfer leaves charge $+n$ on the sample and $-n$ on the probe. When the charge is $q$, the potential difference is $q/C$, so building it up costs

$$\int_0^n\frac{q}{C}\,dq=\frac{n^2}{2C}. \tag{2}$$

The source also does work. An electron at the sample terminal has energy $-V_b$ relative to the probe terminal, because its charge is $-1$. Carrying it to the probe terminal raises its energy by $V_b$, and the source supplies that amount. The energy to be minimised, with the loss of energy by the source included, is

$$E(n)=n(W_S-W_P)+\frac{n^2}{2C}-nV_b. \tag{3}$$

The number $n$ is large enough to be treated as continuous. Setting the derivative to zero gives

$$\frac{dE}{dn}=W_S-W_P+\frac nC-V_b=0, \tag{4}$$

and the second derivative, $1/C$, is positive, so this is a minimum. The potential difference across the gap is $n/C$, with the sample positive when $n>0$. Hence

$$\phi_S-\phi_P=V_b-V_0,\qquad V_0=W_S-W_P. \tag{5}$$

The minimum is a statement about Fermi levels. From (1) and $U_i=-\phi_i$,

$$\mu_P-\mu_S=(U_P-U_S)+(W_S-W_P)
=(\phi_S-\phi_P)+(W_S-W_P). \tag{6}$$

Since $\phi_S-\phi_P=n/C$, the right side is the sum of the first two terms of $dE/dn$ in (4). The minimum therefore means

$$\mu_S-\mu_P=-V_b. \tag{7}$$

With a plain wire, $V_b=0$ and the Fermi levels are equal. If $\mu_S$ were higher, moving another electron to the probe would lower the energy, and the transfer would go on.

Putting $V_b=0$ in (5) gives the contact potential,

$$V_c\equiv(\phi_S-\phi_P)_{V_b=0}=W_P-W_S=-V_0. \tag{8}$$

The metal with the smaller work function gives up electrons and becomes positive. The voltage that removes the field from the gap is $V_b=V_0=-V_c$. The contact potential and the compensating voltage thus have opposite signs when both are counted from sample to probe.

For the film in the opening question, $V_0=-0.480$ V, so

$$W_S=W_P+V_0=5.00-0.48=4.52\ \text{eV}. \tag{9}$$

The contact potential is +0.480 V. The compensating voltage of −0.480 V is −0.01764 in atomic units. Had the source been connected the other way round, with the probe voltage counted relative to the sample, the null would be at +0.480 V and the work function would be the same.

Two conditions must be kept apart. With the plain wire the Fermi levels agree and the potentials just outside the metals differ. At the compensating voltage the outside potentials agree, and the Fermi levels differ by $W_P-W_S$, as they did when the separate metals were neutral. A voltmeter connected to the two metals responds to the difference of Fermi levels. With the plain wire in place it reads zero, although there is a field in the gap. The voltmeter therefore cannot show the contact potential. The Kelvin probe detects it through the charge that the field holds on the surfaces.

The argument from energy can be followed electron by electron. Take two boxes filled with free electrons, with work functions of 4.644 eV for the sample and 5.125 eV for the probe, joined by a fixed capacitance. For each number of transferred electrons from −2000 to 2000, add the energies of the occupied levels and the charging energy, and pick the lowest total. Equality of the Fermi levels is not imposed. The minimum lies at 526 electrons moved to the probe, with a contact potential of 0.477 V. The difference between the Fermi levels has fallen in size from 0.4808 eV to 0.0003 eV.

The contact potential is slightly below the difference of work functions because the capacitance is large compared with the number of levels the boxes offer per unit energy. The boxes have sides of 500 and 480 bohr, and the capacitance of $3\times10^4$ atomic units is a model value chosen to make the charge steps fine; a plane capacitor with faces of this size would need a gap of only 0.66 bohr to reach it. The Fermi levels approach each other partly through charging, which supplies 0.477 eV, and partly through the change in filling, which (3) neglects. The second part is $0.4808+0.0003-0.477$, or about 0.004 eV; the small difference that remains is added because its sign is opposite to that of the original one. When a source is included, the transfer passes through zero at −0.481 V. There the filling is unchanged, and the null agrees with $4.644-5.125=-0.481$ V. In this model the number of available levels affects the contact potential but does not displace the compensating voltage. The model spreads the transferred electrons through the whole box. A real metal holds them in a surface layer as deep as the screening length, and the corresponding relative correction is of the order of that length divided by the gap, about $10^{-6}$ for a gap of 100 µm.

Now let the gap vary with time, slowly enough for the field at each instant to be the static field of that gap. Suppose first that the wire has negligible resistance. The charge on the sample is

$$Q(t)=C(t)(V_b-V_0). \tag{10}$$

The current flowing into the sample is its rate of change. Both voltages are constant, so

$$i(t)=\frac{dQ}{dt}=(V_b-V_0)\frac{dC}{dt}. \tag{11}$$

At $V_b=V_0$ there is no charge on the facing surfaces. Changing the capacitance then has no charge to drive through the wire, and the current is zero at every instant. At any other voltage the current is nonzero whenever the capacitance is changing.

The size of the signal follows for a gap $d=d_0(1+m\cos\theta)$, with $\theta=\omega t$ and $0<m<1$. With $C_0=A/(4\pi d_0)$, the capacitance is $C_0/(1+m\cos\theta)$. To find its Fourier series, define

$$\beta=\frac{1-\sqrt{1-m^2}}{m},\qquad m=\frac{2\beta}{1+\beta^2}. \tag{12}$$

The second relation holds because $\beta$ solves $m\beta^2-2\beta+m=0$. It gives

$$1+m\cos\theta=\frac{1+\beta^2+2\beta\cos\theta}{1+\beta^2},
\qquad
\sqrt{1-m^2}=\frac{1-\beta^2}{1+\beta^2}. \tag{13}$$

Since $\beta<1$, a geometric series with $z=\beta e^{i\theta}$ can be summed:

$$1+2\sum_{k=1}^{\infty}(-\beta)^k\cos k\theta
=\operatorname{Re}\frac{1-z}{1+z}
=\frac{1-\beta^2}{1+\beta^2+2\beta\cos\theta}. \tag{14}$$

Dividing (14) by $\sqrt{1-m^2}$ and using (13) gives

$$\frac{1}{1+m\cos\theta}=\frac{1}{\sqrt{1-m^2}}
\left[1+2\sum_{k=1}^{\infty}(-\beta)^k\cos k\theta\right]. \tag{15}$$

The term with $k=1$ is $-F\cos\theta$, where $F=2\beta/\sqrt{1-m^2}$. Its time derivative contributes $+\omega F\sin\theta$, so the current at the vibration frequency is

$$i_1(t)=\omega C_0F\,(V_b-V_0)\sin\omega t. \tag{16}$$

For small $m$, $\beta\approx m/2$ and $F\approx m$. The current reverses its phase as $V_b$ passes through $V_0$, which tells the operator on which side of the null the source stands.

Take a probe 2.0 mm in diameter, a mean gap of 100 µm, $m=0.20$ and a frequency of 100 Hz. With the field at the edges neglected, the capacitance at the mean gap is 0.2782 pF and $F=0.20621$; an unguarded thin disc over a wide plane has about 0.37 pF, but the edge part varies little with the gap and raises the slope below by only about 4%. With $\omega=2\pi\times100=628.3\ \mathrm{s^{-1}}$, the slope is

$$\omega C_0F=628.3\times0.2782\times0.20621
=36.04\ \text{pA/V}. \tag{17}$$

Without bias the amplitude is $36.04\times0.480=17.30$ pA.

A real circuit has a resistance $R$. The current $i=dQ/dt$ produces a voltage drop $Ri$, so the voltage that reaches the metals is $V_b-Ri$. Replacing $V_b$ by this value in (5), and writing the gap potential as $Q/C$, gives

$$R\frac{dQ}{dt}+\frac{Q}{C(t)}=V_b-V_0. \tag{18}$$

At $V_b=V_0$, separation of variables yields

$$Q(t)=Q(0)\exp\left[-\frac1R\int_0^t\frac{dt'}{C(t')}\right]. \tag{19}$$

The capacitance stays positive and bounded, so the integral grows without limit. Any initial charge dies away, and the steady current is zero. Conversely, suppose that the steady current is zero at all times. Then $Q$ is constant and (18) requires $Q/C(t)=V_b-V_0$. The right side is constant while $C(t)$ varies, so $Q=0$ and $V_b=V_0$. For finite $R$ the resistance changes the signal but leaves the null in place. With an open circuit the argument fails: $Q$ is then constant at any voltage, and the absence of current says nothing.

An instrument often detects the fundamental alone, so it must also be shown that this component cannot vanish away from $V_0$. Write $Q/C_0=\sum_nq_ne^{in\theta}$, $\tau=\omega RC_0$ and $v=V_b-V_0$. Equation (18) becomes

$$(1+in\tau)q_n+\frac m2(q_{n-1}+q_{n+1})=v\,\delta_{n0}. \tag{20}$$

Suppose $q_1=q_{-1}=0$. The equation for $n=0$ gives $q_0=v$, and that for $n=1$ gives $q_2=-v$. The equation for $n=2$ gives $|q_3|\ge(2/m)|q_2|\ge|q_2|$. For larger $n$,

$$|q_{n+1}|\ge\frac2m|q_n|-|q_{n-1}|\ge2|q_n|-|q_{n-1}|, \tag{21}$$

so $|q_{n+1}|-|q_n|\ge|q_n|-|q_{n-1}|\ge0$. The coefficients never decrease, whereas those of a smooth periodic charge must tend to zero. Hence $v=0$. For a uniform sample and sinusoidal motion, a null of the fundamental is a null of the whole alternating current.

For a uniform sample in a closed circuit, the alternating current vanishes only at $V_b=W_S-W_P$, so the null at −0.480 V gives the film a work function of 4.52 eV. It remains to ask what this value means for a film of different grains, and how other surfaces, noise and adsorbed molecules affect the reading.
